# Kleinman-Bylander displacement derivatives and phonon force constants in plane waves, part 2

We seek the phonon force constants \(C_{ab}(\mathbf q)\) of a crystal with the norm-conserving Kleinman-Bylander (KB) operator, in Hartree atomic units:
\[
V=\sum_{R\kappa}\sum_{lm}E_{\kappa l}\,|\beta^{R}_{\kappa lm}\rangle\langle\beta^{R}_{\kappa lm}|.
\]
The projectors move rigidly with atom \(\kappa\) of cell \(\mathbf R\), at \(\mathbf R+\boldsymbol\tau_\kappa+\mathbf u_{R\kappa}\). There are \(N\) cells of volume \(\Omega\) and \(N_k=N\) k points. Plane waves \(|\mathbf K\rangle\) have \(\mathbf K=\mathbf k+\mathbf G\) and \(p_\alpha|\mathbf K\rangle=K_\alpha|\mathbf K\rangle\); \(\boldsymbol\Delta=\mathbf K'-\mathbf K\) is bra minus ket; \(a=\kappa\alpha\), \(b=\kappa'\beta\). The displacement is
\[
u_{R\kappa\alpha}=\lambda_{\kappa\alpha}e^{i\mathbf q\cdot\mathbf R}+\lambda^*_{\kappa\alpha}e^{-i\mathbf q\cdot\mathbf R},
\]
with \(\lambda\) and \(\lambda^*\) treated as independent. At \(\lambda=0\), \(V^{(1)}_a=\partial V/\partial\lambda_a\), \(V_a^{(1)\dagger}=\partial V/\partial\lambda_a^*\) and \(V^{(2)}_{ab}=\partial^2V/\partial\lambda_a^*\partial\lambda_b\) have the elements
\[
\langle\mathbf k+\mathbf q+\mathbf G'|V^{(1)}_{\kappa\alpha}|\mathbf k+\mathbf G\rangle=-\frac{i}{\Omega}(\mathbf q+\mathbf G'-\mathbf G)_\alpha\,e^{-i(\mathbf q+\mathbf G'-\mathbf G)\cdot\boldsymbol\tau_\kappa}F_\kappa(\mathbf k+\mathbf q+\mathbf G',\mathbf k+\mathbf G).\tag{A}
\]
\[
\langle\mathbf k+\mathbf G'|V^{(2)}_{ab}|\mathbf k+\mathbf G\rangle=-\frac{\delta_{\kappa\kappa'}}{\Omega}(\mathbf G'-\mathbf G)_\alpha(\mathbf G'-\mathbf G)_\beta\,e^{-i(\mathbf G'-\mathbf G)\cdot\boldsymbol\tau_\kappa}F_\kappa(\mathbf k+\mathbf G',\mathbf k+\mathbf G).\tag{B}
\]
Here \(F_\kappa(\mathbf K',\mathbf K)=\sum_l4\pi(2l+1)E_{\kappa l}f_l(K')f_l(K)P_l(\cos\gamma)\), with \(f_l(K)=\int_0^\infty r^2j_l(Kr)\beta_l(r)\,dr\) and \(\gamma\) the angle between \(\mathbf K'\) and \(\mathbf K\). In separable form, with \(b(\mathbf K)=\langle\mathbf K|\beta_{\kappa lm}\rangle\), \(b_\alpha=-iK_\alpha b\) and \(b_{\alpha\beta}=-K_\alpha K_\beta b\),
\[
\langle\psi|V^{(2)}_{\kappa\alpha,\kappa\beta}|\psi\rangle=\sum_{lm}2E_{\kappa l}\,\mathrm{Re}\big[\langle\psi|b_{\alpha\beta}\rangle\langle b|\psi\rangle+\langle\psi|b_\alpha\rangle\langle b_\beta|\psi\rangle\big].
\]
For the total energy \(E\), \(\partial^2E/\partial\lambda_a^*\partial\lambda_b=N\,C_{ab}(\mathbf q)\). The matrix \(D_{ab}=C_{ab}/\sqrt{M_\kappa M_{\kappa'}}\), with masses \(M_\kappa\), has eigenvalues \(\omega^2\). For \(2\mathbf q\ne\mathbf G\) and \(\lambda=\eta e\), frozen-phonon energies obey
\[
E(\eta)+E(-\eta)-2E(0)=2N\eta^2\,e^\dagger Ce+O(\eta^4).
\]

The numerical check uses a model with a cubic cell of edge 6 bohr (\(\Omega=216\) bohr³), cutoff 3 Ha and normalized projectors \(\beta_l=\mathcal N_l\,r^l e^{-r^2/2\sigma^2}\). Atom A at the origin has an s channel (\(E=-3\) Ha, \(\sigma=1.0\) bohr). Atom B at \((2.7,3.3,2.4)\) bohr has s (\(-2.5\) Ha, 1.1 bohr) and p (\(+1.0\) Ha, 0.9 bohr). The wavevector \(\mathbf q=(0.349066,0,0)\) bohr⁻¹ is a third of the first reciprocal vector, with k points at 0 and \(\pm\mathbf q\); the supercell has three cells.

**The electronic second derivative**

Assume a Kohn-Sham insulator with two electrons per occupied orbital and a local Hartree plus exchange-correlation potential. Let \(\rho=\sum_{kv}|\psi_{vk}\rangle\langle\psi_{vk}|\). The energy is \(2\,\mathrm{Tr}[\rho(T+V)]+E_{Hxc}[n]\), stationary under variations of \(\rho\) that keep it a projector of fixed rank. The plane-wave basis does not move with the atoms, so only the explicit dependence survives in the first derivative (Hellmann-Feynman): \(\partial E/\partial\lambda_a^*=2\,\mathrm{Tr}[\rho\,\partial_{\lambda_a^*}V]\) at every \(\lambda\). One more derivative, with \(\rho_b=\partial\rho/\partial\lambda_b\), gives
\[
NC_{ab}=2\,\mathrm{Tr}[\rho V^{(2)}_{ab}]+2\,\mathrm{Tr}[\rho_bV^{(1)\dagger}_a].
\]
Differentiating \(\rho^2=\rho\) gives \(\rho_b=\rho_b\rho+\rho\rho_b\). Between two valence states this reads \(X=2X\), between two conduction states \(X=0\), so both blocks vanish. Differentiating \([H,\rho]=0\) gives \([W_b,\rho]+[H,\rho_b]=0\) with the screened perturbation \(W_b=V^{(1)}_b+\delta V_{Hxc,b}\). The \(cv\) element reads \(W_{cv}+(\varepsilon_c-\varepsilon_v)(\rho_b)_{cv}=0\) and the \(vc\) element reads \(-W_{vc}+(\varepsilon_v-\varepsilon_c)(\rho_b)_{vc}=0\). Both give the element of \(W_b\) divided by \(\varepsilon_v-\varepsilon_c\). The linear response of a periodic system keeps the wavevector, so \(W_b\) raises crystal momentum by \(\mathbf q\), and
\[
\mathrm{Tr}[\rho_bV_a^{(1)\dagger}]=\sum_{kvc}\frac{\langle vk|V_a^{(1)\dagger}|c,k{+}q\rangle\langle c,k{+}q|W_b|vk\rangle}{\varepsilon_{vk}-\varepsilon_{c,k+q}}+\sum_{kvc}\frac{\langle vk|W_b|c,k{-}q\rangle\langle c,k{-}q|V_a^{(1)\dagger}|vk\rangle}{\varepsilon_{vk}-\varepsilon_{c,k-q}} .
\]
Time reversal makes the two sums equal. For real \(u\) the kernel \(V(\mathbf r,\mathbf r')\) is real and symmetric, because \(\sum_mY_{lm}Y^*_{lm}\) is real. Then \(V^{(1)}_b=\sum_Re^{i\mathbf q\cdot\mathbf R}\partial V/\partial u_{Rb}\) is symmetric in \(\mathbf r\leftrightarrow\mathbf r'\), and so are its adjoint and the local \(\delta V_{Hxc}\). A symmetric kernel obeys \(\langle\phi|W|\chi\rangle=\langle\chi^*|W|\phi^*\rangle\). With \(H\) real, \(\psi^*_{nk}\) can be taken as \(\psi_{n,-k}\) at the same energy. The numerator of the second sum becomes \(\langle c,-k{+}q|W_b|v,-k\rangle\langle v,-k|V_a^{(1)\dagger}|c,-k{+}q\rangle\), and relabelling \(k\to-k\) on a symmetric k set yields the first sum. In the model the two sums, evaluated separately with one common screening potential (itself built with the factor 4 derived below), differ by at most \(9\times10^{-15}\) Ha/bohr², which is rounding noise.

Define \(|\psi^{(1)}_{b,vk}\rangle=\sum_c|c,k{+}q\rangle\langle c,k{+}q|W_b|vk\rangle/(\varepsilon_{vk}-\varepsilon_{c,k+q})\). Acting on it with \(H-\varepsilon_{vk}\) cancels the denominator up to a sign, which is the Sternheimer equation
\[
(H-\varepsilon_{vk})|\psi^{(1)}_{b,vk}\rangle=-P_c\,W_b|\psi_{vk}\rangle ,
\]
with \(P_c\) the conduction projector at \(\mathbf k+\mathbf q\). It must be solved together with the condition \(P_c|\psi^{(1)}_{b,vk}\rangle=|\psi^{(1)}_{b,vk}\rangle\). When a valence state at \(\mathbf k+\mathbf q\) has the energy \(\varepsilon_{vk}\), the operator \(H-\varepsilon_{vk}\) is singular and the equation alone leaves that valence component free. This happens at \(\mathbf q=0\), and in the model also for \(\mathbf k=\mathbf q\), because \(2\mathbf q\) is equivalent to \(-\mathbf q\). The result is
\[
C_{ab}(\mathbf q)=\frac{2}{N_k}\sum_{kv}\Big[\langle\psi_{vk}|V^{(2)}_{ab}|\psi_{vk}\rangle+2\langle\psi_{vk}|V^{(1)\dagger}_a|\psi^{(1)}_{b,vk}\rangle\Big].\tag{C}
\]
The outer 2 is spin and the inner 2 is time reversal. The bare operator stands on the left and screening enters only through \(\psi^{(1)}\). The density response is \(\delta n_b(\mathbf r)=2\rho_b(\mathbf r,\mathbf r)\). Its two blocks are equal by the same relabelling, so \(\delta n_b=4\sum_{kv}\psi^*_{vk}\psi^{(1)}_{b,vk}\). In plane-wave coefficients \(c\), for \(\mathbf Q=\mathbf q+\mathbf G\),
\[
\delta n_b(\mathbf Q)=\frac{4}{N_k\Omega}\sum_{kv}\sum_{\mathbf K}c^*_{vk}(\mathbf K)\,c^{(1)}_{b,vk}(\mathbf K+\mathbf Q),\qquad\delta V_{H,b}(\mathbf Q)=\frac{4\pi}{Q^2}\,\delta n_b(\mathbf Q),
\]
with \(\mathbf Q=0\) omitted.

In a real crystal the ionic operator is \(V+V_{\rm loc}\) and the energy includes the Ewald term. The traces are linear in the operator, so the KB contribution keeps the form (C), but \(W_b\) now includes \(V^{(1)}_{{\rm loc},b}\). The KB piece then holds one of the two local-nonlocal cross terms, and only the sum of all pieces need be Hermitian. Formula (C) fails as written for metals treated with fractional occupations, where \(\rho\) is no projector and the denominators can vanish; for collinear magnets, where the outer 2 becomes a sum over two spin channels (each has a real Hamiltonian, so the inner 2 survives); for noncollinear magnets, where the outer 2 becomes a sum over spinor orbitals and, unless the magnetization is coplanar, \(H\) cannot in general be made real and both sums must be computed; with spin-orbit coupling, where spinors and a different time-reversal operator are needed; and for ultrasoft or PAW projectors, where a moving overlap operator adds terms. A nonlinear core correction adds terms through \(E_{xc}\).

If the displacement is written with \(e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_\kappa)}\), then \(\lambda_a=\lambda'_ae^{i\mathbf q\cdot\boldsymbol\tau_\kappa}\). The phase in (A) becomes \(e^{-i(\mathbf G'-\mathbf G)\cdot\boldsymbol\tau_\kappa}\), (B) is unchanged, and \(C_{ab}\) gains \(e^{i\mathbf q\cdot(\boldsymbol\tau_{\kappa'}-\boldsymbol\tau_\kappa)}\), a unitary change that leaves the frequencies alone.

**Limit: rigid translation**

At \(\mathbf q=0\), \(u=\lambda+\lambda^*\), so \(\partial_\lambda=\partial_u\) and \(V^{(1)}_a\) is Hermitian. Summing over \(\kappa'\) moves the whole crystal along \(\beta\). Kinetic, Hartree and exchange-correlation energies are translation invariant, so \(\rho\to e^{-i\mathbf p\cdot\mathbf u}\rho\,e^{i\mathbf p\cdot\mathbf u}\) and \(\sum_{\kappa'}\rho_{\kappa'\beta}=-i[p_\beta,\rho]\). Its \(cv\) block is \(-i\langle c|p_\beta|v\rangle\), that is \(\sum_{\kappa'}\psi^{(1)}_{\kappa'\beta}=-iP_cp_\beta\psi\). Comparing (B) with (A), \(-\Delta_\alpha\Delta_\beta=(-i\Delta_\beta)(-i\Delta_\alpha)\), so \(\sum_{\kappa'}V^{(2)}_{a,\kappa'\beta}=-i[p_\beta,V^{(1)}_a]\). Writing \(V_1\) for \(V_a^{(1)}\) and \(p\) for \(p_\beta\),
\[
\frac N2\sum_{\kappa'}C_{a,\kappa'\beta}(0)=-i\,\mathrm{Tr}\big[\rho pV_1-\rho V_1p+p\rho V_1-\rho pV_1\big]=0,
\]
since the first and last terms cancel and cyclicity equates the middle two. The acoustic sum rule thus needs the on-site term (B) with exactly its sign and weight. The translation operator is diagonal in plane waves, so the rule survives a finite cutoff; evaluating \(E_{xc}\) on a fixed real-space grid breaks the invariance slightly. The argument applies to the KB piece of a real crystal when the sum runs over the second index, though that case is not computed here.

**The model, assembled**

The model has four electrons and \(H=T+V+V_H\), with a fixed uniform background and no exchange-correlation, local or Ewald terms, so (C) is the entire force-constant matrix. The three k points carry 57, 61 and 61 plane waves. The energy per cell is \(-8.10704798\) Ha from the primitive cell and from the supercell alike, and the gap over these three k points is 2.04 Ha. Force constants are in Ha/bohr², with six decimals kept only to show agreement between methods.

The on-site Ax,Ax term is \(4.684260-0.032723=4.651537\), the two parts being the \(b_{\alpha\beta}b\) and \(b_\alpha b_\beta\) pieces. The second has the sign of \(E\), since it is \(E\) times a squared modulus. At \(\mathbf q=0\) the responses are \(-4.517286\) for Ax,Ax and \(-0.134251\) for Ax,Bx, so
\[
4.651537-4.517286-0.134251=0 ,
\]
with a largest residual of \(4\times10^{-12}\) over all components. The program also asserts \(\sum_{\kappa'}\psi^{(1)}=-iP_cp\psi\) to \(10^{-8}\) in the expansion coefficients.

At the finite \(\mathbf q\):

| element | on-site | response | total | frozen |
|---|---|---|---|---|
| Ax,Ax | 4.651537 | −4.294491 | 0.357046 | 0.357046 |
| Bx,Bx | 4.077462 | −3.724581 | 0.352881 | 0.352881 |
| Re Ax,Bx | 0 | 0.031563 | 0.031563 | 0.031563 |
| Im Ax,Bx | 0 | −0.023870 | −0.023870 | −0.023870 |

The last column comes from self-consistent supercell energies at \(\eta=0.002\) bohr and uses neither (A) nor (B). The off-diagonal element is extracted from two polarizations: \((e_a+e_b)/\sqrt2\) gives \(\tfrac12(C_{aa}+C_{bb})+\mathrm{Re}\,C_{ab}\), and \((e_a+ie_b)/\sqrt2\) gives \(\tfrac12(C_{aa}+C_{bb})+\tfrac12(iC_{ab}-iC_{ba})=\tfrac12(C_{aa}+C_{bb})-\mathrm{Im}\,C_{ab}\). A random complex polarization, which involves all 36 elements, gives 0.186158 both ways. The asserted tolerance is \(2\times10^{-5}\) Ha/bohr² absolute, an allowance for the quartic term. Hermiticity and \(C(-\mathbf q)=C(\mathbf q)^*\) are asserted to \(10^{-8}\). With 1 Ha/bohr² = 97.1736 eV/Å², the totals are 34.7, 34.3 and \(3.07-2.32i\) eV/Å².

The tabulated diagonal totals are small remainders: the Ax,Ax total is under 8% of its on-site term (\(0.357/4.65\)) and the Bx,Bx total under 9% (\(0.353/4.08\)), so a relative error made in the on-site part alone is magnified about thirteenfold (\(4.65/0.357\)) in the Ax,Ax total, and one made in the response alone about twelvefold (\(4.29/0.357\)). Errors common to both parts can cancel. At \(\mathbf q=0\) the sum rule forces on-site plus response on A to equal minus the A-B coupling, so the remainder there is small to the extent that this coupling (\(-0.134\)) is small.

Dropping \(\delta V_H\) from \(W_b\) gives the second derivative of the band energy in a frozen Hartree potential, which is a different quantity. It comes out as \(-0.423\), \(-0.264\) and \(-0.030+0.023i\), opposite in sign to the correct values in this model.

The Ax,Ax constant rises from 0.134 at \(\mathbf q=0\) to 0.357 at finite \(\mathbf q\), although (B) does not depend on \(\mathbf q\); the change of 0.223 lies wholly in the response, \(-4.294491\) against \(-4.517286\). The point \(\mathbf q=0\) is computed with the \(\mathbf Q=0\) Hartree component omitted, while at finite \(\mathbf q\) the component \(\mathbf Q=\mathbf q\) is kept; how much of the change comes from it is not computed here, but it does not die out at long wavelength. The atoms of the model carry no ionic charge, so a rigid longitudinal displacement moves four electrons per cell against the fixed background: \(\delta n(\mathbf q)\approx-iq\,(4/\Omega)\lambda\), whose Hartree energy adds \(4\pi\cdot4^2/\Omega=0.93\) Ha/bohr², before screening, to the sum of the \(xx\) constants over both atoms, independently of \(q\). The sum rule at \(\mathbf q=0\) is therefore not the \(\mathbf q\to0\) limit of the longitudinal constants in this model. In a neutral crystal the local ionic and Ewald terms cancel this contribution to the sum over atoms, because the Born effective charges \(Z^*_\kappa\) add to zero. Single longitudinal elements such as Ax,Ax still differ between \(\mathbf q=0\) and \(\mathbf q\to0\) whenever the \(Z^*_\kappa\) themselves are nonzero, by \(4\pi(\mathbf q\cdot Z^*_\kappa)_\alpha(\mathbf q\cdot Z^*_{\kappa'})_\beta/(\Omega\,\mathbf q\cdot\epsilon^\infty\cdot\mathbf q)\) with \(\epsilon^\infty\) the electronic dielectric tensor; this is the source of the LO-TO splitting of polar crystals.

With masses of 10 u and 20 u (18228.9 and 36457.8 electron masses), \(D_{Ax,Ax}=0.357046/18228.9=1.9587\times10^{-5}\) Ha² and \(D_{Bx,Bx}=0.352881/36457.8=9.679\times10^{-6}\) Ha². The off-diagonal element is divided by \(\sqrt{18228.9\cdot36457.8}=25779.6\), giving \((1.224-0.926i)\times10^{-6}\) Ha². All six eigenvalues of \(D(\mathbf q)\) are positive, and with 1 Ha = 219474.63 cm⁻¹ their square roots are 205, 250, 471, 548, 709 and 984 cm⁻¹. These are curvatures of the model energy at the chosen positions, which were not relaxed to equilibrium, and they describe no material.

## Values computed for the example and the checks

```
a = 6.0 bohr, Omega = 216.0 bohr^3, 2pi/a = 1.047198 1/bohr, Ecut = 3.0 Ha
tau_A = 0.00000 0.00000 0.00000 bohr; tau_B = 2.70000 3.30000 2.40000 bohr
channels (l, E/Ha, sigma/bohr): A [(0, -3.0, 1.0)], B [(0, -2.5, 1.1), (1, 1.0, 0.9)]
masses = [10. 20.] u = 18228.9, 36457.8 m_e; q_x = 0.349066 1/bohr
plane waves per k = [57, 61, 61], supercell = 179
K=k+G = 0.34907 1.04720 0.00000, norm 1.10384 1/bohr
  atom B f_s = 1.039300, f_p = 0.796076 bohr^1.5
K'=k+q+G' = 0.69813 1.04720 1.04720, norm 1.63726 1/bohr
  atom B f_s = 0.429101, f_p = 0.653111 bohr^1.5
K''=k+G'' = 1.39626 1.04720 1.04720, norm 2.03539 1/bohr
  atom B f_s = 0.177166, f_p = 0.449093 bohr^1.5
(K',K): cos g = 0.741620, Delta = 0.34907 0.00000 1.04720 1/bohr
  F_s = -14.01041, F_p = 14.53632, F = 0.52591 Ha bohr^3
  Delta.tau_B = 3.455752 rad, phase = -0.951057 +0.309017i
(K'',K): cos g = 0.705024, Delta = 1.04720 0.00000 1.04720 1/bohr
  F_s = -5.78455, F_p = 9.50224, F = 3.71769 Ha bohr^3
  Delta.tau_B = 5.340708 rad, phase = +0.587785 +0.809017i
V1_Bx formula    = +0.000263 +0.000808i Ha/bohr
V1_Bx real space = +0.000263 +0.000808i Ha/bohr
V2_Bx,Bz formula    = -0.011094 -0.015270i Ha/bohr^2
V2_Bx,Bz real space = -0.011094 -0.015270i Ha/bohr^2
max matrix error V1 = 1.8e-08 Ha/bohr; V2(-q,q) = 1.4e-07, V2(q,q) = 1.4e-07 Ha/bohr^2
energy per cell = -8.10704798 Ha (supercell -8.10704798 Ha), gap = 2.03955 Ha
k=0 levels: -2.13274 -1.68228 0.45597 Ha
on-site Ax,Ax: b''b part 4.684260, b'b' part -0.032723 Ha/bohr^2
C[Ax,Ax] on-site  = +4.651537 +0.000000i Ha/bohr^2
C[Ax,Ax] response = -4.294491 +0.000000i Ha/bohr^2
C[Ax,Ax] total    = +0.357046 +0.000000i Ha/bohr^2 = +34.695440 +0.000000i eV/A^2
C[Ax,Ax] frozen   = +0.357046 +0.000000i Ha/bohr^2
C[Ax,Ax] unscreened = -0.423165 +0.000000i Ha/bohr^2
C[Bx,Bx] on-site  = +4.077462 +0.000000i Ha/bohr^2
C[Bx,Bx] response = -3.724581 +0.000000i Ha/bohr^2
C[Bx,Bx] total    = +0.352881 +0.000000i Ha/bohr^2 = +34.290713 +0.000000i eV/A^2
C[Bx,Bx] frozen   = +0.352881 +0.000000i Ha/bohr^2
C[Bx,Bx] unscreened = -0.264160 +0.000000i Ha/bohr^2
C[Ax,Bx] on-site  = +0.000000 +0.000000i Ha/bohr^2
C[Ax,Bx] response = +0.031563 -0.023870i Ha/bohr^2
C[Ax,Bx] total    = +0.031563 -0.023870i Ha/bohr^2 = +3.067084 -2.319543i eV/A^2
C[Ax,Bx] frozen   = +0.031563 -0.023870i Ha/bohr^2
C[Ax,Bx] unscreened = -0.029991 +0.023329i Ha/bohr^2
eta = 0.002 bohr; random polarization: DFPT 0.186158, frozen 0.186158 Ha/bohr^2
max |k+q branch - k-q branch| = 9.1e-15 Ha/bohr^2
q=0: resp Ax,Ax = -4.517286, resp Ax,Bx = -0.134251 Ha/bohr^2
q=0: C[Ax,Ax] = 0.134251, C[Ax,Bx] = -0.134251, sum rule 3.7e-12 Ha/bohr^2
D[Ax,Ax] = 1.95868e-05, D[Bx,Bx] = 9.67917e-06 Ha^2
D[Ax,Bx] = 1.22434e-06 -9.25932e-07i Ha^2
signed sqrt of eig D(q): 205.2 250.1 470.8 548.0 709.0 984.2 cm^-1
1 Ha/bohr^2 = 97.1736 eV/A^2, 1 Ha = 219474.63 cm^-1
```
